Phenomenological rate constants of a multiwell master equation, and well skipping, part 2

Grain populations p of N isomer wells in a bath gas obey dp/dt = Mp, M = C + R (collisions, reaction). For t ≫ 1/λ_N the well populations X = Lp obey dX/dt = KX, where K_ji is the rate constant for i → j. The chain A–B–C has no A–C saddle, yet K_CA is in general not zero. Second index: origin; rates in s⁻¹.

Microcanonical rates are k_ji(E) = N‡(E)/(h ρ_i(E)) (saddle sum of states, well density of states). The equilibrium population f gives x_i = Σ_E f_i(E), F_i(E) = f_i(E)/x_i, D = diag(x_i) and k∞_ji = Σ_E k_ji(E)F_i(E). Strong collisions of frequency ω have (Cp)_i(E) = ω(F_i(E)X_i − p_i(E)). We write s_1 = k_BA + k_AB + k_CB + k_BC and s_2 = k_BA k_CB + k_AB k_BC + k_BA k_BC.

**Section 3.** The symmetrized M, S, has eigenvalues −λ_j and eigenvectors u_j with initial amplitudes c_j; Z_ij is the population eigenvector j carries in well i, Λ = diag(λ_0, …, λ_{N−1}):

K = −ZΛZ⁻¹,  K_init = −ZΛZᵀD⁻¹,  1ᵀK = 0,  Kx = 0.

P projects onto the wells' thermal distributions, Q = 1 − P, W = D^{−1/2}Z, and γ is the slowest rate of energy relaxation, with λ_N ≥ γ and |Qu_j|² ≤ λ_j/γ. The circulation j_ik = K_ik x_k − K_ki x_i obeys j_BA = j_CB = j_AC and

j_BA ≈ ⟨Qu_1|Qu_2⟩ (λ_2 − λ_1)(Z_B1 Z_A2 − Z_B2 Z_A1).

**Section 4.** G_ij(E) is the grain distribution with unit population in well j, zero total elsewhere:

LG = 1,  MG = GK,  K = LRG,

K_CA = Σ_E [k_CB(E) G_BA(E) − k_BC(E) G_CA(E)].

**Section 5.** With Ξ = S_QQ⁻¹QR̃P, S_QQ = QSQ and K̃ = D^{−1/2}KD^{1/2} (R̃: symmetrized R), partitioning gives

K̃ ≈ (1 + ΞᵀΞ)⁻¹ [PR̃P + PR̃Q(−S_QQ)⁻¹QR̃P].

At high pressure,

K_CA = (x_B/x_A) ∫_0^∞ dt Cov_B[k_AB(E(0)), k_CB(E(t))] + O(1/ω²),

and for strong collisions

K_CA = (x_B/x_A) Cov_B[k_AB, k_CB]/ω = k∞_BA (⟨k_CB⟩_nascent − ⟨k_CB⟩_thermal)/ω,

nascent ∝ F_B k_AB; positive if both rates rise with E.

**6. Strong collisions at any pressure**

Collect the rates at energy E in a 3 × 3 matrix k(E), and let F(E) = diag(F_i(E)). With LG = 1, the equation MG = GK at energy E reads kG + ωF − ωG = GK, that is

G(E) = (ω − k(E))⁻¹ [ωF(E) − G(E)K],  K = Σ_E k(E)G(E).

This pair can be iterated from K = 0 with no diagonalization. Normalization comes out by itself: summing the equation over E gives (ΣG − 1)(K + ω) = 0, and K + ω is invertible because all λ_j < ω for j < N.

Define T(E) = ω(ω − k)⁻¹ = ∫_0^∞ ω e^{−ωt} e^{kt} dt. The element T_ji is the probability that a molecule placed in well i at energy E is in well j at its next collision. Its elements are nonnegative because those of e^{kt} are, and its columns sum to one because 1ᵀk = 0. From k = ω − (ω − k), k(ω − k)⁻¹ = T − 1. Substituting G into K,

K = K⁰ − HK,  K⁰ = ω Σ_E (T − 1)F,  H = ω⁻¹ Σ_E (T − 1) ωG = Σ_E (T − 1)G,

so K = (1 + H)⁻¹K⁰. To leading order in K/ω, G = TF and H = Σ_E (T − 1)TF. Below the lowest saddle of well i, column i of k is zero, Te_i = e_i, and that energy adds nothing to column i of H. Above it, (T − 1)Te_i is the difference of two probability vectors, with absolute sum at most 2. So column i of H has absolute sum at most 2φ_i, with φ_i the thermal fraction of well i above its lowest saddle. The column sums to zero, so each element is at most φ_i in size.

The CA element of K⁰ is ω Σ_E T_CA F_A. With a = k_BA, b = k_AB, c = k_CB, d = k_BC,

ω − k = [[ω + a, −b, 0], [−a, ω + b + c, −d], [0, −c, ω + d]].

The (C, A) element of the inverse is the cofactor of the (A, C) entry over the determinant. Deleting row A and column C leaves [[−a, ω + b + c], [0, −c]], with determinant ac and sign (−1)^{1+3} = +1. Expanding along the first row,

det = (ω + a)[(ω + b + c)(ω + d) − cd] − ab(ω + d)
 = (ω + a)[ω² + ω(b + c + d) + bd] − abω − abd
 = ω³ + ω²(a + b + c + d) + ω(ac + ad + bd).

Therefore T_CA = ac/(ω² + ωs_1 + s_2), and

K⁰_CA = ω Σ_E F_A k_BA k_CB/(ω² + ωs_1 + s_2),

a sum of nonnegative terms, positive whenever grains exist above both saddles. In words: collisions prepare A at energy E at rate ωF_A(E), and the molecule crosses both saddles before the next collision. The full coefficient is K_CA = K⁰_CA − H_CA K_AA − H_CB K_BA − H_CC K_CA, so at this order

|K_CA − K⁰_CA| ≤ φ_A|K_AA| + φ_B|K_BA| + φ_C|K_CA|,

and K_CA > 0 wherever K⁰_CA exceeds the first two terms.

Limit ω → 0. T_CA → ac/s_2. The vector (bd, ad, ac)/s_2 is annihilated by k (row A gives −abd + bad = 0, row C gives cad − dac = 0), so ac/s_2 = ρ_C/(ρ_A + ρ_B + ρ_C): the molecule samples all three wells before it is caught. T no longer depends on ω, so the equations for G and K/ω lose their ω dependence and the full K is proportional to ω.

Limit ω → ∞. K⁰_CA → Σ F_A k_BA k_CB/ω = (x_B/x_A)⟨k_AB k_CB⟩_B/ω. This lacks the term −(x_B/x_A)⟨k_AB⟩⟨k_CB⟩/ω of section 5, which the correction −HK supplies. That term removes the part of the one-collision flux that the sequential mechanism A → B → C already counts.

**7. Worked example**

The inputs are chosen, not those of a real molecule. Each well has s = 8 classical oscillators of frequency ν = 10¹³ s⁻¹ and each saddle s − 1 of the same frequency, so ρ_i = (E − V_i)^{s−1}/[(s−1)!(hν)^s] and N‡ = (E − V‡)^{s−1}/[(s−1)!(hν)^{s−1}], giving the RRK form

k_ji(E) = ν[(E − V‡)/(E − V_i)]^{s−1},

which rises with E. The minima are V_A, V_B, V_C = 0, 30, −20 kJ/mol, the saddles 180 (A–B) and 170 (B–C) kJ/mol. Grains of 2 kJ/mol up to 420 kJ/mol give 625 states. At T = 1000 K, k_BT = 1.3806 × 10⁻²⁰ J, or 8.3145 kJ/mol. With σ = 5 × 10⁻¹⁹ m², reduced molar mass 0.025 kg/mol and p = 10⁵ Pa, the bath density is p/k_BT = 7.243 × 10²⁴ m⁻³, the mean relative speed √(8k_BT/πμ) is 920.27 m/s, and

ω = 5 × 10⁻¹⁹ × 7.243 × 10²⁴ × 920.27 = 3.3328 × 10⁹ s⁻¹.

The equilibrium fractions are x = (0.082573, 0.0022378, 0.91519). In the thermal average of k the factor (E − V_i)^{s−1} cancels against ρ_i, and shifting the origin of both integrals leaves k∞_ji = ν exp[−(V‡ − V_i)/k_BT]. For A → B the exponent is 180/8.3145 = 21.649 and k∞_BA = 3962.3 s⁻¹; the others are k∞_AB = 1.462 × 10⁵, k∞_CB = 4.8674 × 10⁵ and k∞_BC = 1190.2 s⁻¹.

*Strong collisions.* The eigenvalues are λ_1 = 2385.58, λ_2 = 279687 and λ_3 = 3.3328 × 10⁹ s⁻¹. The last equals ω, so the bound λ_N ≥ γ is reached, and λ_2/λ_3 = 8.39 × 10⁻⁵. The rows of Z are

A: 0.082573, 0.275091, 0.008920
B: 0.002238, 0.000860, −0.047244
C: 0.915189, −0.275951, 0.038324.

Column A of Z⁻¹ solves Zc = (1, 0, 0). Adding the three rows gives c_0 = 1, and rows B and C become

0.000860 c_1 − 0.047244 c_2 = −0.002238,
−0.275951 c_1 + 0.038324 c_2 = −0.915189.

The determinant is 0.000033 − 0.013037 = −0.013004, and Cramer's rule gives c_1 = 0.043323/0.013004 = 3.3315 and c_2 = 0.0014046/0.013004 = 0.10802. Then

K_CA = −(Z_C1 λ_1 c_1 + Z_C2 λ_2 c_2) = 2193.1 − 1157.8 ≈ 1035 s⁻¹,
K_BA = −(Z_B1 λ_1 c_1 + Z_B2 λ_2 c_2) = −6.8 + 1427.3 ≈ 1420 s⁻¹,

limited by the three digits of Z_B1. At full precision K_BA = 1420.6, K_AB = 52418, K_CB = 2.2655 × 10⁵, K_BC = 553.97, K_CA = 1035.2 and K_AC = 93.401 s⁻¹. Their sum, 2.8207 × 10⁵ s⁻¹, equals λ_1 + λ_2, as the trace requires. Each rate constant draws on both eigenpairs; none equals an eigenvalue. Of the loss from A, 1420.6 + 1035.2 = 2455.8 s⁻¹, 42 % goes directly to C.

The flux form gives 1744.7 − 709.54 = 1035.2 s⁻¹: the return of hot C over the B–C saddle is large and cannot be dropped. The hot excess in B per unit A is only 4.257 × 10⁻⁷. It matches the cold deficit, which below the saddles is G_BA = −(GK)_BA/ω ≈ −F_B K_BA/ω, of total size 1420.6/3.3328 × 10⁹ = 4.26 × 10⁻⁷. The closed form gives K⁰_CA = 1035.3 s⁻¹. With φ_A, φ_B, φ_C = 2.517 × 10⁻⁴, 0.006, 1.081 × 10⁻⁴, the bound on the difference is 0.6 + 8.5 + 0.1 ≈ 9 s⁻¹, so the sign is secure here.

The ratios K_ji x_i/(K_ij x_j) − 1 are 5.99 × 10⁻⁶ (BA), 1.39 × 10⁻⁶ (CB) and −8.22 × 10⁻⁶ (CA). Multiplying by K_AB x_B = 117.3, K_BC x_C = 507.0 and K_AC x_C = 85.48 s⁻¹ gives 7.0 × 10⁻⁴, 7.0 × 10⁻⁴ and −7.0 × 10⁻⁴ s⁻¹, the single circulation of section 3. The formula there predicts the size 1.95 × 10⁻⁷ × 277301 × 0.013004 = 7.0 × 10⁻⁴ s⁻¹. Also |Qu_2|² = 2.99 × 10⁻⁵ lies below λ_2/γ = 8.39 × 10⁻⁵, and K_init differs from K only in the fifth digit (93.404 against 93.401 for AC).

Starting from thermal A, the full master equation gives X_C = 1.18 × 10⁻³ at t = 10⁻⁶ s. The reduced equation with K_CA and K_AC deleted gives 1.468 × 10⁻⁴, eight times too little. Adding K_CA t = 1.035 × 10⁻³ restores 1.18 × 10⁻³. The direct term grows as t and the sequential one as t², so the early yield of C tells the two apart.

*Weak collisions.* The second kernel has rate ω(ΔE/2α) exp(−|E − E′|/α) min(1, f_final/f_initial), with ΔE the grain and α = 5 kJ/mol; rate times f_initial is proportional to min(f_initial, f_final), which is symmetric. Now λ_1 = 852.202, λ_2 = 59202.3, λ_3 = 8.0814 × 10⁷ s⁻¹, a ratio λ_2/λ_3 of 7.33 × 10⁻⁴. K_BA = 230.46 and K_CA = 584.48 s⁻¹, so 72 % of the loss from A skips B: hot B needs many collisions to cool. Partitioning gives 584.43 s⁻¹ without the factor (1 + ΞᵀΞ)⁻¹ and 584.48 s⁻¹ with it; K_init gives 584.55 s⁻¹. The early yield of C is 5.916 × 10⁻⁴ against 5.712 × 10⁻⁶ without skipping. These values refer to the 2 kJ/mol grain; halving it moves K_BA to 230.49, K_CA to 584.53 and λ_3 to 8.083 × 10⁷ s⁻¹, shifts of about 10⁻⁴ in relative terms. Positivity for this kernel is a computed fact at this pressure, not a proof.

*Pressure dependence, strong collisions* (rates in s⁻¹):

p/Pa   K_BA   K_CA   K⁰_CA
10²   15.118   70.909   70.913
10³   87.283   292.31   292.32
10⁴   418.65   768.49   768.53
10⁵   1420.6   1035.2   1035.3
10⁶   2914.1   562   562.03
10⁷   3760.2   116.92   116.92
10⁸   3938.8   13.784   13.784

K_BA climbs toward k∞_BA, while K_CA is largest at 10⁵ Pa among these pressures and exceeds K_BA at 10⁴ Pa and below. At high pressure ωK_CA → 0.027101 × (1.7348 × 10¹⁵ − 7.1 × 10¹⁰) = 4.701 × 10¹³ s⁻². The nascent mean of k_CB is 1.187 × 10¹⁰ s⁻¹ and the thermal mean 4.867 × 10⁵ s⁻¹, so the subtraction is a relative 4 × 10⁻⁵. At 10⁸ Pa, ω = 3.3328 × 10¹² s⁻¹ and the limit gives 14.1 s⁻¹ against 13.784, about 2 % high, from the terms of relative order k/ω. There the bound φ_B K_BA ≈ 24 s⁻¹ exceeds K_CA and proves nothing. The covariance argument fixes the sign only as ω → ∞; at 10⁸ Pa positivity is a computed fact, in line with that limit.

The low-pressure end is far from its limit. The limiting slope for these grains, K⁰_CA/ω = 1.526 × 10⁻⁴, would give 509 s⁻¹ at 10² Pa, seven times the value found, and K_CA grows by only a factor 4.1 from 10² to 10³ Pa. The limit needs ω ≪ k(E) for every reactive grain, but k_BA rises from threshold as (E − V‡)⁷, and most of φ_A lies near threshold, where reaction is still slower than collision.

**8. Where the description fails**

Everything rests on λ_{N−1} ≪ γ. A shallow B or a high temperature pushes λ_2 toward the relaxation spectrum; then |Qu_2| is no longer small, W approaches singularity, K and K_init separate, and elements of K can turn negative. The cure is to keep N − 1 eigenpairs. If B equilibrates quickly with one neighbour, the two are merged into one species. A shallow B between two saddles of similar height need not have such a neighbour: it empties over both saddles, a population placed in it divides between A and C, and it is then a short-lived intermediate rather than part of one well. This differs from skipping: in the example B is a well-defined species, with λ_2/λ_3 below 10⁻³ at 10⁵ Pa for both kernels (1.3 × 10⁻³ at 10² Pa for strong collisions), and is skipped all the same.

K governs the motion only after t ≈ 1/λ_N. The starting values for dX/dt = KX are the projected ones, Zc, which differ from the true X(0) slightly for a thermal start and substantially for an activated start that lies far enough above a saddle to react before collisions cool it.

Diagonalization in double precision resolves eigenvalues to roughly 10⁻¹⁶ times the largest rate, here 7.71 × 10¹¹ s⁻¹. At low temperature the chemically significant eigenvalues sink below this level, and partitioning, the fixed point or extended precision must be used. Irreversible sinks remove the zero eigenvalue, and the conservation laws of section 3 must then be rederived with the sink as a species.

The numerical check below builds M for both kernels and compares K from the eigenpairs with independent routes: propagation of the full equation by matrix exponential to 10⁻⁶ s and 10⁻⁴ s, the flux form LRG, the partitioned formula and, for strong collisions, the fixed-point iteration. It tests the conservation laws, the detailed-balance defect against its formula (for strong collisions only), the thermal averages against ν exp(−ΔV/k_BT), the cofactor and its two limits symbolically, the bound 2φ_i and the closed form at seven pressures, and the covariance limit at ω = 10¹⁶ s⁻¹. The time-integral form of the high-pressure limit is tested only for strong collisions.

Table of computed values

```
T=1000 K, p=100000 Pa, nu=1e+13 1/s, s=8, sigma=5e-19 m^2, mu=0.025 kg/mol
V_A,V_B,V_C = 0,30,-20 kJ/mol; saddles AB 180, BC 170 kJ/mol
grain 2 kJ/mol, Emax 420 kJ/mol, alpha 5 kJ/mol, states n=625
kT=1.3806e-20 J = 8.3145 kJ/mol; vrel=920.27 m/s; n_bath=7.243e+24 1/m^3
omega=3.3328e+09 1/s; max|k(E)|=7.71e+11 1/s
x_A,x_B,x_C = 0.082573 0.0022378 0.91519
TST BA AB CB BC [1/s]: 3962.3 1.462e+05 4.8674e+05 1190.2
TST CA AC [1/s]: 0 0
--- kernel strong ---
lam1,lam2,lam3 [1/s]: 2385.58 279687 3.3328e+09; lam2/lam3=8.39e-05
Z row A: 0.082573 0.275091 0.008920
Z row B: 0.002238 0.000860 -0.047244
Z row C: 0.915189 -0.275951 0.038324
K BA AB CB BC [1/s]: 1420.6 52418 2.2655e+05 553.97
K CA AC [1/s]: 1035.2 93.401
K_init BA AB CB BC [1/s]: 1420.6 52417 2.2654e+05 553.95
K_init CA AC [1/s]: 1035.2 93.404
K_CA partition plain, corrected [1/s]: 1035.2 1035.2
|Qu1|^2,|Qu2|^2,<Qu1|Qu2| abs: 1.38e-07 2.99e-05 1.95e-07
K_ji x_i/(K_ij x_j)-1 for BA,CB,CA: 5.99e-06 1.39e-06 -8.22e-06
X_C(t=1e-06 s) from A: full 0.00118, no skipping 0.0001468
flux terms k_CB G_BA, k_BC G_CA [1/s]: 1744.7 709.54
hot excess in B per unit A (sum of G_BA>0): 4.257e-07
--- kernel expo ---
lam1,lam2,lam3 [1/s]: 852.202 59202.3 8.0814e+07; lam2/lam3=0.000733
Z row A: 0.082573 0.275150 0.006844
Z row B: 0.002238 0.000504 -0.047243
Z row C: 0.915189 -0.275654 0.040400
K BA AB CB BC [1/s]: 230.46 8503.1 50560 123.63
K CA AC [1/s]: 584.48 52.736
K_init BA AB CB BC [1/s]: 230.38 8500.6 50545 123.59
K_init CA AC [1/s]: 584.55 52.741
K_CA partition plain, corrected [1/s]: 584.43 584.48
|Qu1|^2,|Qu2|^2,<Qu1|Qu2| abs: 2.96e-06 0.000297 1.22e-06
K_ji x_i/(K_ij x_j)-1 for BA,CB,CA: 4.86e-05 8.18e-06 -1.92e-05
X_C(t=1e-06 s) from A: full 0.0005916, no skipping 5.712e-06
--- strong collisions versus pressure ---
phi_A,phi_B,phi_C = 0.0002517 0.006 0.0001081
p=1e+02 Pa: K_BA=15.118 K_CA=70.909 K0_CA=70.913 1/s
p=1e+03 Pa: K_BA=87.283 K_CA=292.31 K0_CA=292.32 1/s
p=1e+04 Pa: K_BA=418.65 K_CA=768.49 K0_CA=768.53 1/s
p=1e+05 Pa: K_BA=1420.6 K_CA=1035.2 K0_CA=1035.3 1/s
p=1e+06 Pa: K_BA=2914.1 K_CA=562 K0_CA=562.03 1/s
p=1e+07 Pa: K_BA=3760.2 K_CA=116.92 K0_CA=116.92 1/s
p=1e+08 Pa: K_BA=3938.8 K_CA=13.784 K0_CA=13.784 1/s
low-pressure slope K0_CA/omega = 0.0001526
<kAB kCB>_B=1.7348e+15, <kAB><kCB>=7.1162e+10 1/s^2
high-pressure limit omega*K_CA = 4.7014e+13 1/s^2
<k_CB> nascent=1.187e+10, thermal=4.867e+05 1/s
```
